# Why bulk GW energies do not give an ionization potential: a program that tests the result

```python
"""Result under test: a bulk GW band edge is known only relative to the
cell-averaged potential; the ionization potential (IP) of a surface is
    IP = U_vac - U_in - (E_VBM - U_average)_bulk .
U     : electrostatic potential energy of an electron (eV), U'' = (e/eps0)*rho
rho   : plane-averaged charge density in units of e per cubic angstrom
U_in  : cell average of U deep inside a slab, U_vac = 0 : vacuum level
E_VBM : G0W0 valence-band maximum of the periodic crystal
Model : pairs of charged planes along z, one frontier orbital per plane,
        RPA screening of a short-range model interaction, two spins.
"""
import numpy as np
from scipy import constants

# ---------------- model parameters (eV, angstrom) ----------------
COUL = constants.e / constants.epsilon_0 * 1e10   # e/eps0 in V*angstrom
period, pair_dist, area = 5.6, 2.4, 12.0
charge, ion_width, el_width = 4.0, 0.3, 1.0
hop_in, hop_out = 2.4, 0.8
onsite_rest = 12.0            # kinetic plus exchange-correlation part
v_zero, v_range = 6.0, 3.0    # interaction v_zero*exp(-distance/v_range)
v_xc = -v_zero / 2            # local exchange of a half-filled orbital
dip_charge, dip_near, dip_far, dip_width = 0.1, 3.0, 3.7, 0.2
n_grid = 560                  # grid points per cell
step = period / n_grid


def gauss(z, width):
    return np.exp(-z**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


# ---------------- electrostatics ----------------
# A tile is the charge of one building block on a window of five cells.
z_tile = (np.arange(5 * n_grid) + 0.5) * step - 2.5 * period
soft_tile = sum(charge / area * (gauss(z_tile - p, ion_width)
                                 - gauss(z_tile - p, el_width))
                for p in (-pair_dist / 2, pair_dist / 2))
rho_bulk = soft_tile.reshape(5, n_grid).sum(axis=0)


def cut_tile(cell_density):
    tile = np.zeros(5 * n_grid)
    tile[2 * n_grid:3 * n_grid] = cell_density
    return tile


def slab_potential(tile, cells, overlayer=False):
    """Integrate Poisson's equation twice, starting from the left vacuum."""
    rho = np.zeros((cells + 4) * n_grid)
    for m in range(cells):
        rho[m * n_grid:(m + 5) * n_grid] += tile
    z = (np.arange(rho.size) + 0.5) * step - 2.5 * period
    if overlayer:
        ends = ((-1, -pair_dist / 2),
                (1, (cells - 1) * period + pair_dist / 2))
        for side, edge in ends:
            rho += dip_charge / area * (
                gauss(z - edge - side * dip_near, dip_width)
                - gauss(z - edge - side * dip_far, dip_width))
    slope = COUL * step * np.cumsum(rho)
    pot = np.zeros(rho.size)
    pot[1:] = step * np.cumsum(slope)[:-1]
    assert abs(pot[-1]) < 1e-5          # same vacuum level on both sides
    return z, pot


def central_cell(pot, cells):
    m = cells // 2
    return pot[(m + 2) * n_grid:(m + 3) * n_grid]


# Periodic solution: the zero-wavevector component is left at zero.
wavevec = 2 * np.pi * np.fft.fftfreq(n_grid, d=step)
rho_g = np.fft.fft(rho_bulk)
pot_g = np.zeros(n_grid, complex)
pot_g[1:] = -COUL * rho_g[1:] / wavevec[1:]**2
pot_bulk = np.fft.ifft(pot_g).real
assert abs(rho_g[0]) * step < 1e-9      # neutral: 0 = 0 at zero wavevector

half = n_grid // 2
tilings = {
    "overlapping planes": (soft_tile, pot_bulk),
    "cut between pairs": (cut_tile(rho_bulk), pot_bulk),
    "cut through pairs": (cut_tile(np.roll(rho_bulk, half)),
                          np.roll(pot_bulk, half)),
}
averages, shape_error = {}, 0.0
for name, (tile, shape) in tilings.items():
    _, pot = slab_potential(tile, 10)
    inner = central_cell(pot, 10)
    averages[name] = inner.mean()
    moment = step * np.sum(z_tile**2 * tile)
    assert abs(inner.mean() - COUL * moment / (2 * period)) < 1e-5
    shape_error = max(shape_error,
                      np.max(np.abs(inner - inner.mean() - shape)))
assert shape_error < 5e-3               # finite-difference grid error
analytic_soft = -COUL * charge * (el_width**2 - ion_width**2) / (area * period)
assert abs(averages["overlapping planes"] - analytic_soft) < 1e-4
vals = sorted(averages.values())
assert min(np.diff(vals)) > 0.1         # same bulk, different averages


# ---------------- G0W0 ----------------
def site_positions(cells):
    centres = np.arange(cells) * period
    return np.column_stack((centres - pair_dist / 2,
                            centres + pair_dist / 2)).ravel()


def run_gw(site_pot, cells, ring):
    """Quasiparticle band edges from the RPA spectral form of Sigma."""
    pos = site_positions(cells)
    ham = np.diag(onsite_rest + site_pot)
    for i in range(2 * cells - 1):
        ham[i, i + 1] = ham[i + 1, i] = -(hop_in if i % 2 == 0 else hop_out)
    dist = np.abs(pos[:, None] - pos[None, :])
    if ring:
        ham[0, -1] = ham[-1, 0] = -hop_out
        dist = np.minimum(dist, cells * period - dist)
    v = v_zero * np.exp(-dist / v_range)
    eps, orb = np.linalg.eigh(ham)
    occ, vir = orb[:, :cells], orb[:, cells:]
    pairs = (occ[:, :, None] * vir[:, None, :]).reshape(2 * cells, -1)
    gaps = (eps[None, cells:] - eps[:cells, None]).ravel()
    root = np.sqrt(gaps)
    v_pairs = v @ pairs
    casida = 4 * root[:, None] * (pairs.T @ v_pairs) * root[None, :]
    casida[np.diag_indices_from(casida)] += gaps**2
    omega2, vec = np.linalg.eigh(casida)
    omega = np.sqrt(omega2)
    modes = np.sqrt(2) * (v_pairs @ (root[:, None] * vec)) / np.sqrt(omega)
    density = occ @ occ.T
    sign = np.where(np.arange(2 * cells) < cells, 1.0, -1.0)

    def sigma_c(n, energy):
        weight = ((orb[:, n][:, None] * orb).T @ modes)**2
        return np.sum(weight / (energy - eps[:, None]
                                + sign[:, None] * omega[None, :]))

    levels = []
    for n in (cells - 1, cells):
        sigma_x = -orb[:, n] @ (v * density) @ orb[:, n]
        energy = eps[n]
        for _ in range(60):
            new = eps[n] + sigma_x - v_xc + sigma_c(n, energy)
            change, energy = abs(new - energy), new
        assert change < 1e-9
        levels.append(energy)
    return dict(vbm=levels[0], cbm=levels[1], vbm0=eps[cells - 1],
                cbm0=eps[cells], eps=eps, orb=orb, v=v, pairs=pairs,
                gaps=gaps, sigma_c=sigma_c)


def sigma_by_frequency_integral(res, n, energy):
    """Same self-energy from W on the imaginary axis, energy in the gap."""
    x, wx = np.polynomial.legendre.leggauss(200)
    freq, wfreq = 5 * (1 + x) / (1 - x), 10 * wx / (1 - x)**2
    prod = res["orb"][:, n][:, None] * res["orb"]
    diff = energy - res["eps"]
    total = 0.0
    for f, wf in zip(freq, wfreq):
        chi = -4 * (res["pairs"] * (res["gaps"] / (res["gaps"]**2 + f**2))
                    ) @ res["pairs"].T
        w_c = np.linalg.solve(np.eye(len(chi)) - res["v"] @ chi,
                              res["v"]) - res["v"]
        elem = np.einsum("pm,pq,qm->m", prod, w_c, prod)
        total -= wf / np.pi * np.sum(elem * diff / (diff**2 + f**2))
    return total


z_cell = (np.arange(n_grid) + 0.5) * step - period / 2
bulk_sites = np.interp([-pair_dist / 2, pair_dist / 2], z_cell, pot_bulk)
ring_cells = 20
ring_pot = np.tile(bulk_sites, ring_cells)
bulk = run_gw(ring_pot, ring_cells, True)
bigger = run_gw(np.tile(bulk_sites, 28), 28, True)
assert abs(bulk["vbm"] - bigger["vbm"]) < 2e-3   # ring size converged

# Self-energy engine against the frequency integral
small = run_gw(np.tile(bulk_sites, 4), 4, False)
mid = 0.5 * (small["vbm0"] + small["cbm0"])
sig_sum = small["sigma_c"](3, mid)
sig_int = sigma_by_frequency_integral(small, 3, mid)
assert abs(sig_sum - sig_int) < 1e-6

# A constant added to the potential shifts the GW levels rigidly
constant = 5.0
moved = run_gw(ring_pot + constant, ring_cells, True)
assert abs(moved["vbm"] - bulk["vbm"] - constant) < 1e-7
assert abs(moved["cbm"] - bulk["cbm"] - constant) < 1e-7

# ---------------- slabs: direct GW against alignment ----------------
sizes = np.array([16, 24, 32])
design = np.column_stack((np.ones(3), 1.0 / sizes**2, 1.0 / sizes**3))


def to_infinite(values):
    return np.linalg.solve(design, np.array(values))[0]


surfaces = {}
for label, layer in (("bare", False), ("dipole overlayer", True)):
    runs = []
    for cells in sizes:
        z, pot = slab_potential(soft_tile, cells, layer)
        sites = np.interp(site_positions(cells), z, pot)
        runs.append(run_gw(sites, cells, False))
    inner = central_cell(pot, cells)
    assert np.max(np.abs(inner - inner.mean() - pot_bulk)) < 5e-3
    homo = runs[-1]["orb"][:, cells - 1]
    assert homo[0]**2 + homo[1]**2 < 1.0 / cells   # not a surface state
    surfaces[label] = dict(
        u_in=inner.mean(),
        thick=-runs[-1]["vbm"],
        direct=-to_infinite([r["vbm"] for r in runs]),
        direct0=-to_infinite([r["vbm0"] for r in runs]),
        gap=to_infinite([r["cbm"] - r["vbm"] for r in runs]),
        aligned=-(inner.mean() + bulk["vbm"]),
        aligned0=-(inner.mean() + bulk["vbm0"]))

bulk_gap = bulk["cbm"] - bulk["vbm"]
for s in surfaces.values():
    # tolerance: remaining error of the thickness extrapolation
    assert abs(s["direct"] - s["aligned"]) < 0.01
    assert abs(s["direct0"] - s["aligned0"]) < 0.01
    assert abs(s["gap"] - bulk_gap) < 0.02
dipole_step = COUL * dip_charge * (dip_far - dip_near) / area
ip_change = surfaces["dipole overlayer"]["direct"] - surfaces["bare"]["direct"]
assert abs(ip_change - dipole_step) < 1e-3

# ---------------- printed numbers ----------------
print(f"e/eps0 = {COUL:.3f} V*angstrom")
print(f"period = {period} angstrom, plane distance in pair = {pair_dist}"
      " angstrom")
print(f"area per ion in a plane = {area} angstrom^2, ion charge = {charge} e")
print(f"Gaussian widths: ion {ion_width}, electrons {el_width} angstrom")
print(f"hoppings: in pair {hop_in}, between pairs {hop_out} eV")
print(f"on-site kinetic + xc part = {onsite_rest} eV, v_xc = {v_xc} eV")
print(f"interaction: {v_zero} eV at zero distance, range {v_range} angstrom")
print("Average U inside slab relative to vacuum, same bulk density:")
for name, value in averages.items():
    print(f"  {name}: {value:.3f} eV")
print(f"largest difference in interior shape = {shape_error:.1e} eV")
print(f"bulk U at a plane, relative to average = {bulk_sites[0]:.3f} eV")
print(f"Sigma_c test: mode sum {sig_sum:.6f}, integral {sig_int:.6f} eV")
print("Bulk crystal, average U set to zero:")
print(f"  mean-field VBM = {bulk['vbm0']:.3f} eV, CBM = {bulk['cbm0']:.3f} eV")
print(f"  GW VBM = {bulk['vbm']:.3f} eV, CBM = {bulk['cbm']:.3f} eV")
print(f"  GW correction of VBM = {bulk['vbm'] - bulk['vbm0']:.3f} eV")
print(f"  mean-field gap = {bulk['cbm0'] - bulk['vbm0']:.3f} eV")
print(f"  GW gap = {bulk_gap:.3f} eV")
print(f"  wrong 'IP' read from bulk GW VBM = {-bulk['vbm']:.3f} eV")
print(f"Same crystal, average U set to {constant} eV:")
print(f"  GW VBM = {moved['vbm']:.3f} eV,"
      f" GW gap = {moved['cbm'] - moved['vbm']:.3f} eV")
print(f"  GW correction of VBM = {moved['vbm'] - moved['vbm0']:.3f} eV")
print(f"  wrong 'IP' read from bulk GW VBM = {-moved['vbm']:.3f} eV")
print(f"overlayer: {dip_charge} e, separation {dip_far - dip_near:.1f}"
      f" angstrom, potential step {dipole_step:.3f} eV")
for label, s in surfaces.items():
    print(f"Surface: {label}")
    print(f"  average U inside relative to vacuum = {s['u_in']:.3f} eV")
    print(f"  mean-field IP, bulk + alignment = {s['aligned0']:.3f} eV")
    print(f"  GW IP, bulk + alignment = {s['aligned']:.3f} eV")
    print(f"  GW IP, slab of {sizes[-1]} cells = {s['thick']:.3f} eV")
    print(f"  GW IP, slabs extrapolated = {s['direct']:.3f} eV")
    print(f"  GW gap, slabs extrapolated = {s['gap']:.3f} eV")
print(f"change of slab GW IP by overlayer = {ip_change:.3f} eV")
print("OK")
```

Output:

```
e/eps0 = 180.951 V*angstrom
period = 5.6 angstrom, plane distance in pair = 2.4 angstrom
area per ion in a plane = 12.0 angstrom^2, ion charge = 4.0 e
Gaussian widths: ion 0.3, electrons 1.0 angstrom
hoppings: in pair 2.4, between pairs 0.8 eV
on-site kinetic + xc part = 12.0 eV, v_xc = -3.0 eV
interaction: 6.0 eV at zero distance, range 3.0 angstrom
Average U inside slab relative to vacuum, same bulk density:
  overlapping planes: -9.802 eV
  cut between pairs: -6.997 eV
  cut through pairs: -3.034 eV
largest difference in interior shape = 4.6e-04 eV
bulk U at a plane, relative to average = -7.217 eV
Sigma_c test: mode sum -0.293358, integral -0.293358 eV
Bulk crystal, average U set to zero:
  mean-field VBM = 3.183 eV, CBM = 6.383 eV
  GW VBM = 1.891 eV, CBM = 7.675 eV
  GW correction of VBM = -1.292 eV
  mean-field gap = 3.200 eV
  GW gap = 5.784 eV
  wrong 'IP' read from bulk GW VBM = -1.891 eV
Same crystal, average U set to 5.0 eV:
  GW VBM = 6.891 eV, GW gap = 5.784 eV
  GW correction of VBM = -1.292 eV
  wrong 'IP' read from bulk GW VBM = -6.891 eV
overlayer: 0.1 e, separation 0.7 angstrom, potential step 1.056 eV
Surface: bare
  average U inside relative to vacuum = -9.802 eV
  mean-field IP, bulk + alignment = 6.619 eV
  GW IP, bulk + alignment = 7.911 eV
  GW IP, slab of 32 cells = 7.916 eV
  GW IP, slabs extrapolated = 7.911 eV
  GW gap, slabs extrapolated = 5.784 eV
Surface: dipole overlayer
  average U inside relative to vacuum = -10.857 eV
  mean-field IP, bulk + alignment = 7.674 eV
  GW IP, bulk + alignment = 8.966 eV
  GW IP, slab of 32 cells = 8.972 eV
  GW IP, slabs extrapolated = 8.967 eV
  GW gap, slabs extrapolated = 5.784 eV
change of slab GW IP by overlayer = 1.056 eV
OK
```
